\section*{The Wu--Yang functional: finding the local potential of a given density, part 2}

The problem is to find the local potential $v$ whose non-interacting ground state has a given density $n_0$, with $\int n_0=N$. Hartree atomic units are used. The $N=2N_{\rm occ}$ electrons have $h=t+v$, $t=-\tfrac12\nabla^2$, and real orbitals $h\phi_p=\varepsilon_p\phi_p$, the lowest $N_{\rm occ}$ doubly filled (Aufbau filling). Indices $i$ label occupied and $a$ empty orbitals; $H$ and $L$ are the highest occupied and lowest empty levels. The determinant $\Phi_v$ has density $n_v$, and $E_s[v]=2\sum_i\varepsilon_i$. Below, $v_{\rm ext}$ is the external potential and $v_{\rm H}[n_0]$ the Hartree potential of the target. The Wu--Yang functional
\begin{equation}
W[v]=T[\Phi_v]+\int v\,(n_v-n_0)=E_s[v]-\int v\,n_0
\label{eq:W}
\end{equation}
is concave. For $\varepsilon_L>\varepsilon_H$ its gradient is $n_v-n_0$ and its Hessian is
\begin{equation}
\chi_s(\mathbf r,\mathbf r')=4\sum_{i,a}\frac{\phi_i(\mathbf r)\phi_a(\mathbf r)\,\phi_i(\mathbf r')\phi_a(\mathbf r')}{\varepsilon_i-\varepsilon_a}.\label{eq:chi}
\end{equation}
Let $\gamma$ be a one-particle density matrix per spin, $0\le\gamma\le1$, $\mathrm{tr}\,\gamma=N_{\rm occ}$, with density $n_\gamma$. Then
\begin{equation}
W[v]\le T[\gamma]\quad\text{for all } v \text{ and all }\gamma \text{ with } n_\gamma=n_0.
\label{eq:dual}
\end{equation}
If $n_0$ is the ground-state density of a gapped $v^*$, then $\max W=W[v^*]=T_s[n_0]$, the least kinetic energy of closed-shell determinants with density $n_0$. A constant shift gives $W[v+c]-W[v]=c\,(N-\int n_0)$.

A direction $\delta v$ of zero curvature obeys, with $\gamma$ the occupied projector,
\begin{equation}
\gamma(\mathbf r,\mathbf r')\,[\delta v(\mathbf r)-\delta v(\mathbf r')]=0 .
\label{eq:comm}
\end{equation}
On a lattice $\delta v$ is then constant if all nearest-neighbour elements of $\gamma$ are nonzero.

The two-site example has two electrons, hopping $\tau>0$, site potentials $c\pm u$, target populations $1\pm s$ with $|s|<1$, and $R=\sqrt{\tau^2+u^2}$. Its curvature is $W''=-2\tau^2/R^3$, and its maximum lies at $u^*=-\tau s/\sqrt{1-s^2}$, where $R^*=\tau/\sqrt{1-s^2}$. Near it a Newton step turns the error $e=u-u^*$ into $e_{\rm new}=-3u^*e^2/2R^{*2}$ to leading order.

\section{Basis form and the Newton iteration}

Expand the potential as
\begin{equation}
v=v_{\rm ext}+\Big(1-\frac1N\Big)v_{\rm H}[n_0]+\sum_tb_t\,g_t .
\end{equation}
The fixed Fermi--Amaldi term, built once from the target, gives a neutral atom the tail $-N/r+(N-1)/r=-1/r$. With decaying $g_t$ it also fixes the additive constant. In an orbital basis with overlap $S$, let $T$, $V$ and $G_t$ be the matrices of $t$, $v$ and $g_t$, solve $(T+V)C=SC\varepsilon$, set $D=2C_{\rm occ}C_{\rm occ}^{\mathsf T}$, and let $D_0$ be a density matrix of the target. The proofs of concavity, gradient and Hessian go through with sums over the basis eigenvectors, and $\delta v=g_t\,\delta b_t$ gives
\begin{align}
W(b)&=\mathrm{tr}(DT)+\mathrm{tr}[(D-D_0)V],\\
f_t&\equiv\partial W/\partial b_t=\mathrm{tr}[(D-D_0)G_t],\\
\mathcal H&=-AA^{\mathsf T},\qquad A_{t,ia}=\frac{2\langle i|g_t|a\rangle}{\sqrt{\varepsilon_a-\varepsilon_i}} .
\end{align}
Three statements weaken. At the maximum only the projections $\int g_t(n-n_0)$ vanish, not $n-n_0$. The bound \eqref{eq:dual} holds for density matrices within the orbital basis; a finite basis raises $E_s$, so $\max_bW$ is not a bound on the complete-basis $T_s$. And the rank of $\mathcal H$ cannot exceed the number of independent columns of $A$. If $b$ moves along a vector with $A^{\mathsf T}\delta b=0$, then $\delta V$ is block diagonal between occupied and empty spaces, and both spaces stay invariant at any step length. The Rayleigh quotient bounds each eigenvalue shift by the spectral norm $\|\delta V\|$, so for $\|\delta V\|<(\varepsilon_L-\varepsilon_H)/2$ the Aufbau order survives, $D$ is exactly unchanged, and $W$ changes by $f\cdot\delta b$ while the eigenvalues move. If that slope is nonzero, the linear rise must end at a level crossing, since $W$ is bounded by \eqref{eq:dual}.

The quadratic model of the gain is $q(p)=f\cdot p+\tfrac12p\cdot\mathcal Hp$. Diagonalize $-\mathcal H=\sum_kw_k\,U_kU_k^{\mathsf T}$, drop modes with $w_k\le10^{-10}w_{\max}$, and set $c_k=U_k\cdot f$. For $p=\sum_ky_kU_k$ the model is $q=\sum_k(c_ky_k-\tfrac12w_ky_k^2)$, maximal at $y_k=c_k/w_k$. This is the Newton step, and its predicted gain is $\lambda^2/2$ with $\lambda^2=\sum_kc_k^2/w_k$. Levenberg damping replaces it by
\begin{equation}
y_k=\frac{c_k}{w_k+\mu},\qquad q=\sum_k\frac{c_k^2\,(w_k+2\mu)}{2(w_k+\mu)^2}>0 ,
\end{equation}
which shortens the weakly curved modes first. For large $\mu$, $q$ falls as $1/\mu$ while the error of the model, cubic in $p$, falls as $1/\mu^3$, so at a gapped point the ratio of true to predicted gain tends to one. One iteration runs as follows.
\begin{enumerate}
\item Diagonalize $T+V(b)$ and form $W$, $f$ and $A$. Stop if $\max_t|f_t|$ is below the tolerance.
\item Diagonalize $AA^{\mathsf T}$ and form the $c_k$.
\item Try $\mu=0$, then $\mu=10^{-8}w_{\max}$ raised tenfold each time. Accept the first step with $W(b+p)-W(b)\ge q/4$ and a gap above $10^{-3}$ hartree. For $q<10^{-10}$ hartree the difference of $W$ values can be obscured by rounding, and only the gap condition is applied.
\end{enumerate}
For the undamped step let $e=b-b^*$ lie in the retained space. Expanding about $b$ gives $0=f(b^*)=f(b)-\mathcal H(b)e+O(|e|^2)$, so $e_{\rm new}=e-\mathcal H^{-1}f=O(|e|^2)$. The coefficient is $\mathcal H^{-1}$ acting on the third derivatives of $W$. A small $w_k$ can enlarge it but need not: for two sites it is $3|u^*|/2R^{*2}=3|s|\sqrt{1-s^2}/2\tau$, which vanishes together with the curvature as $|s|\to1$.

\section{A grid model with a known answer}

Take 39 interior points of spacing $0.2$ bohr between hard walls at $\pm4$ bohr, the three-point Laplacian, four electrons, and
\begin{equation}
v^*(x)=-\frac{1.0}{\sqrt{(x+1.5)^2+1}}-\frac{1.2}{\sqrt{(x-1.5)^2+1}} .
\end{equation}
The target is the ground-state density of $v^*$. Each site potential is a parameter, so $f_j=D_{jj}-D_{0,jj}$ and both bases are complete for this model. The smallest nearest-neighbour element $|D_{j,j+1}|$ at $v^*$ is $1.94\times10^{-3}$, so \eqref{eq:comm} allows the constant as the only null vector. The eigenvalues of $-\mathcal H$ show one zero at rounding level, then $7.11\times10^{-5}$ up to $0.236$ hartree$^{-1}$.

From $v=0$ every step is accepted at $\mu=0$. The values of $W$ are $0.769716$, $0.855577$, $0.860771$, $0.860889$ and $0.860890$ hartree, and $\max|f_j|$ falls from $4.44\times10^{-2}$ to $7.0\times10^{-13}$ electrons in five steps. The first gain is $0.855577-0.769716=0.085861$ hartree against $\lambda^2/2=0.160/2=0.080$ hartree. The final $W$ and $\mathrm{tr}(D_0T)$ are both $0.860889688$ hartree. The final potential equals $v^*+c$ to $9.3\times10^{-10}$ hartree at every site, with $c=1.127565$ hartree. Every step is orthogonal to the dropped constant mode, so the site average of $v$ stays zero and $c$ is minus the site average of $v^*$.

A single Newton step from $v^*+\epsilon\sin x$ ($x$ in bohr) leaves a largest deviation from $v^*$, after removal of the mean, of $2.194\times10^{-4}$ hartree for $\epsilon=0.01$ hartree and $5.509\times10^{-5}$ hartree for $\epsilon=0.005$ hartree. The ratio $3.98$ is close to the value 4 of quadratic convergence. In the second case the gain is $1.7016\times10^{-5}$ hartree and $\lambda^2/2=1.7035\times10^{-5}$ hartree. Scaling the target by $1.01$ gives $dW/dc=4-4.04=-0.04$. A pair placed in the second level with the first left empty has the Hessian of $2\varepsilon_2$, the sum \eqref{eq:chi} over all $p\neq2$, and its largest eigenvalue is $+0.3427$ hartree$^{-1}$: for this filling, which breaks the Aufbau order, concavity is lost.

\section{The magnesium atom}

The target is the restricted Hartree--Fock density of Mg ($N=12$) in an uncontracted even-tempered Gaussian basis: 19 $s$ functions with exponents $0.025\cdot2.2^k$ and 12 $p$ shells with $0.03\cdot2.2^k$ bohr$^{-2}$, 55 functions in all. The potential functions are $g_k=e^{-a_kr^2}$ with $a_k=0.1\cdot3^k$ bohr$^{-2}$, $k=0,\dots,7$, so the $b_k$ are in hartree, and the $G_k$ are analytic three-function overlaps. A spherical $g$ couples only orbitals of equal $l$ and $m$, equally for the three $p$ components. The distinct columns of $A$ number $3\times16+1\times11=59$, well above 8.

\begin{center}
\begin{tabular}{cccc}
iterate & $W$ (hartree) & $\max|f_t|$ & $\lambda^2$ (hartree)\\
0 & 199.421248 & $2.34\times10^{-1}$ & $3.31\times10^{-1}$\\
1 & 199.591178 & $3.57\times10^{-2}$ & $5.36\times10^{-3}$\\
2 & 199.593974 & $3.14\times10^{-3}$ & $3.32\times10^{-5}$\\
3 & 199.593991 & $5.14\times10^{-5}$ & $5.73\times10^{-9}$\\
4 & 199.593991 & $1.31\times10^{-8}$ & $3.78\times10^{-16}$\\
5 & 199.593991 & $2.23\times10^{-12}$ & $1.93\times10^{-22}$
\end{tabular}
\end{center}
All five steps from $b=0$ are undamped. The first gain is $0.169930$ hartree against $0.331/2\approx0.166$ hartree. The gradient divided by the square of its predecessor is $0.65$ and $2.5$ for iterates 1 and 2; for iterates 3 and 4 it is $5.14\times10^{-5}/(3.14\times10^{-3})^2=5.2$ and $1.31\times10^{-8}/(5.14\times10^{-5})^2=5.0$, consistent with quadratic convergence, although this ratio depends on the direction of the remaining error and is not a constant of the problem. The same ratio would put the last entry near $10^{-15}$; the larger value found is presumably the rounding floor. At the maximum the eigenvalues of $-\mathcal H$ run from $2.33\times10^{-5}$ to $1.265$ hartree$^{-1}$, so no mode is dropped.

The Hartree--Fock determinant has density $n_0$, so \eqref{eq:dual} requires $W\le T_{\rm HF}=199.597412$ hartree, and $T_{\rm HF}-W_{\max}=0.003421$ hartree. This difference must be read with care. Products of two $s$ functions have exponent sums proportional to $q^k+q^l$ with $q=11/5$. An equality of two such sums would make $q$ a root of an integer polynomial with leading coefficient of size 1 or 2, which the denominator 5 forbids. The products are therefore linearly independent, as are the products $x^2e^{-(a+a')r^2}$ of $p_x$ functions and their $y$, $z$ partners. The density fixes these blocks of $D$, the only ones that $T$ couples, so every density matrix in this basis with density exactly $n_0$ has kinetic energy $T_{\rm HF}$. The value $W_{\max}=199.594$ hartree is an estimate of $T_s$ that depends on the pair of bases, and it is not a bound on the complete-basis value. The absolute values are not converged in the orbital basis: with 28 $s$ functions and 17 $p$ shells of exponents $0.015\cdot1.9^k$ bohr$^{-2}$ and the same $g_k$, $T_{\rm HF}=199.6134$ and $W_{\max}=199.6099$ hartree, both higher by $0.016$ hartree, and the Hartree--Fock energy falls by $0.0032$ hartree, while $T_{\rm HF}-W_{\max}$ stays at $0.00342$ hartree. That difference depends instead on the potential basis: twelve functions $a_k=0.07\cdot2.2^k$ bohr$^{-2}$ in the original orbital basis reduce it to $0.0029$ hartree.

The density is matched only in projection. Radial--angular quadrature gives $\int|n-n_0|=1.132$ electrons at the start and $0.040$ at the end ($0.004$ with the twelve potential functions). The determinant's own kinetic energy is $199.577596$ hartree, and $W_{\max}-T[\Phi]=0.016395$ hartree. Since $b\cdot f=0$ at the maximum, this equals the integral of $n-n_0$ against the fixed part of the potential, which lies outside the span of the $g_k$. Because that term is retained, $W$ is stationary at the maximum while $T[\Phi]$ need not be. The Hartree--Fock energy expression evaluated with the inverted determinant lies $0.003555$ hartree above $E_{\rm HF}=-199.611212$ hartree, down from $0.2654$ hartree at the start; it cannot lie below, by the variational principle. With the twelve potential functions the excess is $0.0030$ hartree.

The 1s, 2s, 2p and 3s eigenvalues are $-46.343$, $-3.124$, $-1.887$ and $-0.264$ hartree, against $-49.032$, $-3.768$, $-2.282$ and $-0.253$ hartree in Hartree--Fock. Equal densities do not imply equal eigenvalues, since one operator is local and the other is not. The highest level is the exception for an exact inversion of the complete-basis Hartree--Fock density with $v\to0$ at infinity, because both densities decay as $e^{-2\sqrt{-2\varepsilon_H}\,r}$; here the 3s values differ by $0.011$ hartree, a figure specific to this pair of bases and not a test of the asymptotic statement. The lowest empty level is bound at $-0.146$ hartree in the local potential with its $-1/r$ tail. In Hartree--Fock an empty orbital sees the field of all $N$ electrons, and the level at $+0.033$ hartree is unbound and set by the basis. The gaps are $0.1184$ hartree ($3.22$ eV) and $0.2863$ hartree ($7.79$ eV). These digits belong to this pair of bases. The twelve potential functions raise the four occupied levels by $0.012$ to $0.026$ hartree, placing 3s at $-0.252$ hartree, the empty level at $-0.135$ hartree and the gap at $0.1171$ hartree ($3.19$ eV). The larger orbital basis lowers the empty Hartree--Fock level to $+0.020$ hartree and its gap to $0.273$ hartree.

Subtracting $v_{\rm ext}+v_{\rm H}[n_0]$ leaves $v_{xc}=-v_{\rm H}/N+\sum_kb_kg_k$, with $b=(-0.0959,\,0.8547,\,-1.3217,\,-0.5622,\,1.2462,\,1.1558,\,-8.4971,\,1.8525)$ hartree. At $r=2$ bohr only three terms matter:
\begin{align}
v_{xc}&=-0.4730-0.0959\,e^{-0.4}+0.8547\,e^{-1.2}-1.3217\,e^{-3.6}\nonumber\\
&=-0.4730-0.0643+0.2574-0.0361=-0.3160\ \text{hartree}.
\end{align}
At $0.1$, $0.5$, $1$, $4$ and $10$ bohr the values are $-5.596$, $-1.893$, $-0.901$, $-0.260$ and $-0.100$ hartree, the last being the imposed $-1/r$. The potential is deeper than $-v_{\rm H}/N$ in the core ($-2.660$ hartree at $0.1$ bohr), shallower at 2 bohr, and rises by only $0.056$ hartree between 2 and 4 bohr, most of it beyond 3 bohr, while $-v_{\rm H}/N$ rises by $0.225$ hartree. That this plateau marks the boundary between the $n=2$ shell and the 3s shell is a conjecture; eight Gaussians do not resolve its shape. With the twelve potential functions the values at $0.1$, $0.5$, $1$, $2$ and $4$ bohr become $-5.544$, $-1.860$, $-0.918$, $-0.327$ and $-0.237$ hartree, the rise between 2 and 4 bohr is $0.090$ hartree, and the flat part ends near $2.5$ bohr.

\section{Unbalanced bases}

Contracted cc-pVDZ for Mg has $4s3p1d$, 18 functions, and $3\times1+1\times2=5$ distinct pairs. With the same eight $g_k$ and the Hartree--Fock target of that basis, the singular values of $A$ at $b=0$, relative to the largest, drop from $5.7\times10^{-3}$ for the fifth to $6.6\times10^{-17}$ for the sixth, leaving three null directions. Project the vector $\langle L|g_t|L\rangle-\langle H|g_t|H\rangle$ on them and scale it to $\|\delta V\|$ equal to a quarter of the gap. The step changes $D$ by at most $4.7\times10^{-15}$, moves the gap from $0.14242$ to $0.14290$ hartree, and shifts the eigenvalues by amounts spread over $0.0286$ hartree. In this pair of bases the density does not determine the spectrum.

Full rank removes the exact non-uniqueness but can leave the spectrum strongly dependent on the bases. With uncontracted cc-pVDZ and ten functions $a_k=0.05\cdot2.5^k$ bohr$^{-2}$, the iteration converges in seven steps to $\max|f_t|=1.2\times10^{-13}$. The smallest curvature is $1.9\times10^{-7}$ of the largest, against $2.33\times10^{-5}/1.265=1.8\times10^{-5}$ above. The gap is $0.1075$ hartree, not far from $0.1184$, but the 3s level lies at $-0.968$ hartree. A likely cause, not established here, is that a combination of the diffuse $g_k$ acts as a near constant over the region this orbital basis describes, so that $W$ is only weakly curved along it and a small slope $c_k$, divided by a small $w_k$, places the maximum itself far out in that direction, where the occupied levels, core and valence alike, are shifted together. The shift belongs to the maximum, not to the path taken or to incomplete convergence: the final gradient is far too small to account for it. A converged gradient certifies the maximum of $W(b)$ in the chosen bases; at full rank that maximum is unique, but a small change $\delta f$ of the gradient, caused by a change of target or basis, moves $b$ by $(U_k\cdot\delta f)/w_k$ along $U_k$, so a small $w_k$ can make the eigenvalues very sensitive to such changes.

All numerical values are calculated from the stated model.
